\section*{Lattice Permittivity from Mode Effective Charges and Transverse Optical Frequencies}

\section{Definitions and conventions}

Hartree atomic units are used: $\hbar=e=m_e=1$ and $4\pi\epsilon_0=1$. The macroscopic fields obey
\begin{equation}
\mathbf D=\mathbf E+4\pi\mathbf P,\qquad
\varepsilon_{\alpha\beta}=\frac{\partial D_\alpha}{\partial E_\beta}
=\delta_{\alpha\beta}+4\pi\frac{\partial P_\alpha}{\partial E_\beta}.
\label{eq:D}
\end{equation}
Greek letters $\alpha,\beta,\gamma$ denote Cartesian directions. The primitive cell has volume $\Omega$ and contains $N$ ions with masses $M_\kappa$. Ion $\kappa$ is displaced from equilibrium by $\mathbf u_\kappa$, equally in every cell, because a uniform field acts alike on all cells. The $3N$ displacements form a column vector $u$.

Two permittivities are compared. The electronic one, $\varepsilon^\infty$, is the response with the ions clamped. In the static one, $\varepsilon^0$, the ions move to their new equilibrium. The superscript $\infty$ means a frequency far above the lattice vibrations but far below electronic excitations. The difference $\varepsilon^0-\varepsilon^\infty$ is the lattice contribution. It matters for a gate insulator because a uniform layer of thickness $d$ between wide parallel electrodes has capacitance per area $\varepsilon^0_{zz}/4\pi d$, with $z$ normal to the layer.

The crystal is an insulator at a stable equilibrium, the field is weak, and the electrons follow the ions adiabatically. The ionic energy is kept to second order in displacements. The cell shape is fixed. In a piezoelectric crystal free to strain, the field also deforms the cell and adds a further term. In a crystal with inversion symmetry, strain linear in the field is forbidden, so the linear permittivity is the same with a fixed or a free cell.

The result to be derived is
\begin{equation}
\varepsilon^0_{\alpha\beta}=\varepsilon^\infty_{\alpha\beta}
+\frac{4\pi}{\Omega}\sum_m\frac{\tilde Z_{m\alpha}\tilde Z_{m\beta}}{\omega_m^2},
\label{eq:main}
\end{equation}
where $m$ runs over the zone-centre optical modes at zero macroscopic field and $\tilde{\mathbf Z}_m$ is a mode charge that includes the masses, defined in (\ref{eq:modecharge}).

\section{Energy in an applied field}

Let $F(u,\mathbf E)$ be the energy per cell minus $\mathbf E$ times the cell dipole, after the electrons have relaxed for the given $u$ and $\mathbf E$. The energy of the field in vacuum is left out. Since $F$ is stationary with respect to the electronic variables, only its explicit dependence on $u$ and $\mathbf E$ contributes to first derivatives:
\begin{equation}
\Omega P_\alpha=-\frac{\partial F}{\partial E_\alpha},\qquad
f_{\kappa\gamma}=-\frac{\partial F}{\partial u_{\kappa\gamma}},
\label{eq:first}
\end{equation}
where $f$ is the force on an ion. To second order about equilibrium,
\begin{equation}
F=F_0-\Omega\mathbf P_s\!\cdot\!\mathbf E+\tfrac12u^T\Phi u-\mathbf E^TZu
-\frac{\Omega}{8\pi}\mathbf E^T(\varepsilon^\infty-1)\mathbf E .
\label{eq:F}
\end{equation}
There is no term linear in $u$ alone because the forces vanish at equilibrium. A spontaneous polarization $\mathbf P_s$ may be present; it is constant and drops out of the response. The matrix $\Phi$ holds the force constants at $\mathbf E=0$. The last coefficient follows from (\ref{eq:first}): at $u=0$ it gives $\Delta\mathbf P=(\varepsilon^\infty-1)\mathbf E/4\pi$, as (\ref{eq:D}) requires.

The $3\times3N$ matrix $Z$ consists of the Born charges, $Z_{\alpha,\kappa\gamma}=Z^*_{\kappa,\alpha\gamma}$. Being a mixed second derivative, it has two equivalent meanings:
\begin{equation}
Z^*_{\kappa,\alpha\gamma}
=\Omega\left.\frac{\partial P_\alpha}{\partial u_{\kappa\gamma}}\right|_{\mathbf E=0}
=\left.\frac{\partial f_{\kappa\gamma}}{\partial E_\alpha}\right|_{u=0}.
\label{eq:born}
\end{equation}
It is the dipole created per unit displacement, including the electronic charge that shifts with the ion, and also the force per unit field on a clamped ion. It need not resemble the nominal ionic charge.

Shifting all ions by the same vector $\mathbf t$ carries the electrons along. The energy is unchanged, and so is the dipole of a neutral cell, so $F$ does not depend on $\mathbf t$. Applied to the terms of (\ref{eq:F}) that contain $u$, this gives
\begin{equation}
\sum_\kappa Z^*_{\kappa,\alpha\gamma}=0,\qquad
\sum_{\kappa'}\Phi_{\kappa\gamma,\kappa'\gamma'}=0 .
\label{eq:asr}
\end{equation}
The field therefore exerts no net force on the cell, and $\Phi$ has three zero eigenvalues, one for each direction of translation.

\section{Static displacement and mode sum}

In the static state the force on every ion vanishes. Setting $\partial F/\partial u=0$ in (\ref{eq:F}) gives
\begin{equation}
\Phi u=Z^T\mathbf E .
\label{eq:balance}
\end{equation}
Although $\Phi$ is singular, this equation has a solution, because by (\ref{eq:asr}) the right side has no component along a translation. The solution is fixed up to a translation, which does not alter $\mathbf P$.

Let $M$ be the diagonal matrix of masses, each repeated three times. The free vibrations at $\mathbf E=0$ obey $M\ddot u=-\Phi u$. With $w=M^{1/2}u$ this becomes $\ddot w=-Cw$, where
\begin{equation}
C=M^{-1/2}\Phi M^{-1/2},\qquad Ce_m=\omega_m^2e_m,\qquad e_m^Te_n=\delta_{mn}.
\label{eq:eig}
\end{equation}
The matrix $C$ is real and symmetric, so its eigenvectors form a complete orthonormal set. Three of them are translations with $\omega=0$. Stability requires $\omega_m^2>0$ for the other $3N-3$, the optical modes.

Write $u=M^{-1/2}\sum_me_mQ_m$. The dipole created by unit $Q_m$ is the mode charge
\begin{equation}
\tilde Z_{m\alpha}=\sum_{\kappa\gamma}Z^*_{\kappa,\alpha\gamma}
\frac{e_{m,\kappa\gamma}}{\sqrt{M_\kappa}},
\label{eq:modecharge}
\end{equation}
a charge divided by the square root of a mass. For a translation along $\mathbf t$, $e_{m,\kappa\gamma}$ is proportional to $\sqrt{M_\kappa}\,t_\gamma$. The masses then cancel in (\ref{eq:modecharge}), and (\ref{eq:asr}) gives zero mode charge.

Multiply (\ref{eq:balance}) from the left by $M^{-1/2}$. Since $M^{-1/2}\Phi u=Cw$,
\begin{equation}
\sum_m\omega_m^2e_mQ_m=M^{-1/2}Z^T\mathbf E .
\end{equation}
Projection on $e_n$ leaves one term on the left and the mode charge on the right:
\begin{equation}
\omega_n^2Q_n=\tilde{\mathbf Z}_n\!\cdot\!\mathbf E,
\qquad Q_n=\frac{\tilde{\mathbf Z}_n\!\cdot\!\mathbf E}{\omega_n^2}
\quad(\omega_n\neq0).
\label{eq:Q}
\end{equation}
The polarization follows from (\ref{eq:first}) and (\ref{eq:F}), with $Zu=\sum_m\tilde{\mathbf Z}_mQ_m$:
\begin{align}
\Delta P_\alpha
&=\frac1{4\pi}\sum_\beta(\varepsilon^\infty_{\alpha\beta}-\delta_{\alpha\beta})E_\beta
+\frac1\Omega\sum_m\tilde Z_{m\alpha}Q_m\nonumber\\
&=\sum_\beta\left[\frac{\varepsilon^\infty_{\alpha\beta}-\delta_{\alpha\beta}}{4\pi}
+\frac1\Omega\sum_m\frac{\tilde Z_{m\alpha}\tilde Z_{m\beta}}{\omega_m^2}\right]E_\beta .
\label{eq:P}
\end{align}
Multiplying the bracket by $4\pi$ and adding $\delta_{\alpha\beta}$, as (\ref{eq:D}) prescribes, gives (\ref{eq:main}).

One factor of $\tilde Z$ measures how strongly the field drives the mode, the other how much dipole the moving mode creates. The factor $1/\omega_m^2$ is the compliance. Each diagonal term is non-negative, so under the stated conditions ionic motion cannot lower a diagonal element of the static permittivity. A mode with $\tilde{\mathbf Z}_m=0$ is silent in this response, however soft it is.

\section{Masses and the size of a mode charge}

A static response cannot depend on inertia. Indeed, by completeness the sum in (\ref{eq:main}) is
\begin{equation}
\sum_m\frac{\tilde{\mathbf Z}_m\tilde{\mathbf Z}_m^T}{\omega_m^2}
=ZM^{-1/2}C^{-1}M^{-1/2}Z^T=Z\Phi^{-1}Z^T,
\label{eq:nomass}
\end{equation}
where each inverse means a solution of the corresponding linear equation, such as (\ref{eq:balance}), with translations left undetermined. New masses change the frequencies and can redistribute the response among the modes, but they leave the total unchanged.

A mode charge in units of $e$ needs a convention for the amplitude. Let $s$ be the length of the full displacement vector, $s^2=\sum_\kappa|\mathbf u_\kappa|^2$. For a single mode $s^2=Q_m^2\sum_\kappa|\mathbf e_{m\kappa}|^2/M_\kappa$, which suggests
\begin{equation}
\frac1{\mu_m}=\sum_\kappa\frac{|\mathbf e_{m\kappa}|^2}{M_\kappa},\qquad
Q_m=\sqrt{\mu_m}\,s,\qquad \bar{\mathbf Z}_m=\sqrt{\mu_m}\,\tilde{\mathbf Z}_m .
\label{eq:bar}
\end{equation}
The dipole is then $\bar{\mathbf Z}_ms$ and the energy $\frac12\mu_m\omega_m^2s^2$. Each term of the sum becomes $\bar Z_{m\alpha}\bar Z_{m\beta}/(\mu_m\omega_m^2)$, a squared charge divided by a spring constant.

For a cubic crystal with two ions of Born charges $\pm Z^*$, the optical eigenvector along $z$ has components $\sqrt{M_2/(M_1+M_2)}$ and $-\sqrt{M_1/(M_1+M_2)}$, being orthogonal to the translation. Equation (\ref{eq:modecharge}) gives
\begin{equation}
\tilde Z=\frac{Z^*}{\sqrt{M_1+M_2}}
\left(\sqrt{\frac{M_2}{M_1}}+\sqrt{\frac{M_1}{M_2}}\right)
=Z^*\sqrt{\frac{M_1+M_2}{M_1M_2}} .
\end{equation}
With the reduced mass $M_r=M_1M_2/(M_1+M_2)$, the lattice contribution is $4\pi Z^{*2}/(\Omega M_r\omega^2)$. The mass $\mu$ of (\ref{eq:bar}) differs from $M_r$, and $\bar Z$ differs from $Z^*$, because $s$ is not the relative displacement of the two ions. The ratio $\bar Z^2/\mu=Z^{*2}/M_r$ is unaffected by this choice.

\section{Why the frequencies are transverse}

The force constants in (\ref{eq:F}) are second derivatives at fixed $\mathbf E$, so the $\omega_m$ belong to vibrations without a macroscopic field. In a long wave whose polarization is perpendicular to the wavevector, no macroscopic field arises in the electrostatic limit, and the wave has such a frequency. This is the transverse optical (TO) mode. In crystals of low symmetry a zero-field mode need not be transverse for a given wavevector; the zero-field definition still applies.

In a longitudinal optical (LO) wave the polarization builds up a field of its own. Take a cubic crystal and let all vectors point along $z$. Let $\zeta=M^{-1/2}Z_z^T$, where $Z_z$ is the $z$ row of $Z$, and write $\varepsilon^\infty,\varepsilon^0$ for the scalar permittivities. Then
\begin{equation}
D=\varepsilon^\infty E+\frac{4\pi}{\Omega}\zeta^Tw,\qquad Cw=\zeta E .
\label{eq:pair}
\end{equation}
Solving the first equation for $E$ and inserting it in the second gives
\begin{equation}
C_Lw=\frac{\zeta D}{\varepsilon^\infty},\qquad
C_L=C+\frac{4\pi}{\Omega\varepsilon^\infty}\zeta\zeta^T .
\label{eq:CL}
\end{equation}
The added term is the restoring force of the field at fixed $D$. Let $\omega_{L}$ be the frequencies of $C_L$ and $\tilde Z_{L}$ the $z$ mode charges of its eigenvectors. With $w$ from (\ref{eq:CL}) inserted in the first part of (\ref{eq:pair}), the ratio $E/D$ is
\begin{equation}
\frac1{\varepsilon^0}=\frac1{\varepsilon^\infty}
-\frac{S_L}{(\varepsilon^\infty)^2},\qquad
S_L=\frac{4\pi}{\Omega}\sum_L\frac{\tilde Z_L^2}{\omega_L^2}.
\label{eq:inverse}
\end{equation}
LO quantities thus give the inverse permittivity. Put in place of the TO quantities in (\ref{eq:main}), they would give
\begin{equation}
S_L=\varepsilon^\infty-\frac{(\varepsilon^\infty)^2}{\varepsilon^0}<\varepsilon^\infty ,
\label{eq:SL}
\end{equation}
which stays below $\varepsilon^\infty$ however large $\varepsilon^0$ is.

The same matrices connect the frequencies directly. On the space of optical displacements,
\begin{equation}
\frac{\det C_L}{\det C}
=\det\!\left(1+\frac{4\pi}{\Omega\varepsilon^\infty}C^{-1}\zeta\zeta^T\right)
=1+\frac{4\pi}{\Omega\varepsilon^\infty}\zeta^TC^{-1}\zeta
=\frac{\varepsilon^0}{\varepsilon^\infty}.
\label{eq:lst}
\end{equation}
The second equality holds because the matrix in brackets multiplies $C^{-1}\zeta$ by the number shown and acts as unity on every vector orthogonal to $\zeta$. The last one is (\ref{eq:main}). Since each determinant is a product of squared frequencies, (\ref{eq:lst}) is the Lyddane--Sachs--Teller relation, $\prod\omega_L^2/\prod\omega_m^2=\varepsilon^0/\varepsilon^\infty$.

\section{Finite frequency and limits of validity}

For a field $\mathbf E\cos\omega t$ the mode equation is $\ddot Q_m+\omega_m^2Q_m=\tilde{\mathbf Z}_m\!\cdot\!\mathbf E\cos\omega t$. Its steady solution replaces $\omega_m^2$ in (\ref{eq:Q}) by $\omega_m^2-\omega^2$, so that without damping
\begin{equation}
\varepsilon_{\alpha\beta}(\omega)=\varepsilon^\infty_{\alpha\beta}
+\frac{4\pi}{\Omega}\sum_m\frac{\tilde Z_{m\alpha}\tilde Z_{m\beta}}{\omega_m^2-\omega^2}.
\end{equation}
The static result holds for $\omega$ far below every polar mode. Far above them the ions cannot follow and $\varepsilon^\infty$ remains.

If a polar mode softens at finite mode charge, its term diverges as $\omega_m\to0$. The displacement per unit field grows in the same way, so the range of fields for which (\ref{eq:F}) suffices shrinks, and higher-order terms must then be kept. If $\omega_m^2<0$, the chosen structure is not an equilibrium to which a static response can be assigned. Mobile charge, ion hopping and interface layers are outside the derivation.

\section{A five-ion model crystal}

The example is a cubic perovskite model ABO$_3$ with round parameters. The lattice constant is $7.5$ bohr and $\Omega=421.875$ bohr$^3$. A sits at the cell corner, B at the centre and O at the face centres. The ion charges are $1$, $2$ and $-1\,e$, and the masses $90$, $50$ and $16$ u. Each oxygen consists of a core of charge $+2\,e$ and a massless shell of charge $-3\,e$, joined by a spring of $0.80$ hartree/bohr$^2$. The shells play the part of the electrons. Springs of $0.38$ and $0.02$ hartree/bohr$^2$ join the nearest B--O and A--O cores and are unstretched in the cubic structure. All charges interact through periodic Coulomb sums, except that a shell does not feel its own core electrically. Every ion is a centre of inversion, so all forces vanish. The cell is held fixed, and all cells are displaced alike. The cubic structure is stable against such displacements, but some patterns that alternate from cell to cell lower its energy. The example therefore tests the formula for a crystal constrained to repeat cell by cell, and does not represent a stable phase.

Small displacements at zero field give Born charges of $1.271\,e$ for A and $6.298\,e$ for B. For oxygen they are $-5.766\,e$ along the B--O bond and $-0.902\,e$ across it. For motion along $z$, one oxygen moves along its bond and two across:
\begin{equation}
1.2707+6.2983-5.7660-2(0.9015)=0.0000,
\end{equation}
as (\ref{eq:asr}) requires. The Born charge $6.3\,e$ of B exceeds its ionic charge $2\,e$ by $4.3\,e$. The excess comes from the shells, the only charges free to shift when B moves. The force per unit field on clamped ions reproduced the Born charges, a test of (\ref{eq:born}).

The twelve optical modes form four triplets. For each, $\tilde Z$ is the square root of the sum of $\tilde Z_{mz}^2$ over its three members, which does not depend on how the degenerate eigenvectors are chosen, and the last column is $(4\pi/\Omega)\tilde Z^2/\omega^2$.
\begin{center}
\begin{tabular}{cccc}
triplet & $\omega$ ($10^{-3}$ hartree) & $\tilde Z$ ($10^{-3}\,e/\sqrt{m_e}$) & contribution\\
1 & 0.5069 & 6.275 & 4.564\\
2 & 1.3853 & 17.779 & 4.906\\
3 & 1.4284 & 0.000 & 0.000\\
4 & 3.2625 & 35.850 & 3.597
\end{tabular}
\end{center}
For the first triplet,
\begin{equation}
\frac{4\pi}{421.875}\left(\frac{6.2748}{0.5069}\right)^2
=0.029787\times153.2=4.56 .
\end{equation}
The polar frequencies correspond to 111, 304 and 716 cm$^{-1}$. The highest polar mode has the largest charge, $\bar Z=6.35\,e$, but contributes least of the three because it is stiff. The lowest has only $1.92\,e$ and contributes more. Both factors are needed to rank the modes.

Triplet 3 is silent. Its mode mass of 16 u shows that only oxygen moves. In its $z$ member the two oxygens that move across their bonds go in opposite directions, and their equal Born charges cancel. A quarter turn about $z$ reverses this pattern but leaves the other $z$ patterns unchanged, so it does not mix with them.

The sum is
\begin{equation}
\varepsilon^0=3.073+4.564+4.906+3.597=16.14 .
\end{equation}
Applying a field of $10^{-6}$ atomic units, about $0.005$ MV/cm, and relaxing the full nonlinear model energy also gives $16.14$; the two values agree within two parts in $10^6$. Gate insulators work at several MV/cm, roughly a thousand times more. At $5$ MV/cm the polarization of this model exceeds the linear value by about a tenth, so (\ref{eq:main}) is the weak-field limit only. This tests the derivation within the model. It says nothing about how well the model would describe a real oxide.

With masses of $20$, $200$ and $40$ u the lowest frequency falls to $0.4365\times10^{-3}$ hartree, while the lattice contribution stays at $13.067$, as (\ref{eq:nomass}) states. The product of squared LO/TO frequency ratios is $5.253$, equal to $16.1395/3.0726$. The sum with LO quantities is $2.488$ instead of $13.067$, in agreement with (\ref{eq:SL}): $3.0726-3.0726^2/16.1395=2.488$.

The tensor form was tested on a cell with shear strain $0.01$ in the $xy$ plane and a stretch of $0.004$ along $z$. The rest lengths of the springs were reset so that they are unstretched in this cell too. The mode sum and the applied field agree on $\varepsilon^0_{xx}=16.58$, $\varepsilon^0_{zz}=12.58$ and $\varepsilon^0_{xy}=-0.51$. An off-diagonal element can be negative, since it contains a product of two different charge components.

Raising the B--O spring to $0.44$ hartree/bohr$^2$ lifts the lowest frequency to $0.5838\times10^{-3}$ hartree and halves the lattice contribution, to $6.47$. The direction of the change follows from
\begin{equation}
\mathbf E^TZ\Phi^{-1}Z^T\mathbf E=\max_u\left(2\mathbf E^TZu-u^T\Phi u\right),
\end{equation}
whose maximum lies at the solution of (\ref{eq:balance}). The spring joins cores, so it does not enter the balance of forces on the shells and leaves $Z$ unchanged. Stiffening it adds a non-negative amount to $u^T\Phi u$, and the maximum cannot rise. The lowest mode does not account for the whole fall of $6.60$, because its term was only $4.56$ at the start. The other terms together must have dropped by at least $2.0$. In this model the stiffer bond thus acts on more than one polar term, and scaling the lowest term by its $1/\omega^2$ would underestimate the effect here. The values to full printed precision are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
lattice constant 7.5 bohr, cell volume 421.875 bohr^3
ion charges A, B, O: 1.0 2.0 -1.0 e; O shell -3.0 e
masses A, B, O: 90.0 50.0 16.0 u; 1 u = 1822.888 m_e
springs B-O, A-O, core-shell: 0.38 0.02 0.8 hartree/bohr^2
applied field 1.0e-06 a.u., ion displacement step 2.0e-04 bohr
Born charge A: 1.2707 e
Born charge B: 6.2983 e
Born charge O, along B-O bond: -5.7660 e
Born charge O, across B-O bond: -0.9015 e
optical triplets at zero field (z response):
 1: omega 0.5069 mHa = 111.3 cm^-1
    mode charge 6.2748 1e-3 e/sqrt(m_e)
    mode mass 51.617 u, charge 1.9248 e
    contribution to permittivity 4.5644
 2: omega 1.3853 mHa = 304.0 cm^-1
    mode charge 17.7787 1e-3 e/sqrt(m_e)
    mode mass 19.225 u, charge 3.3282 e
    contribution to permittivity 4.9060
 3: omega 1.4284 mHa = 313.5 cm^-1
    mode charge 0.0000 1e-3 e/sqrt(m_e)
    mode mass 16.000 u, charge 0.0000 e
    contribution to permittivity 0.0000
 4: omega 3.2625 mHa = 716.0 cm^-1
    mode charge 35.8503 1e-3 e/sqrt(m_e)
    mode mass 17.204 u, charge 6.3488 e
    contribution to permittivity 3.5967
electronic permittivity, field with clamped ions: 3.07255
lattice contribution, mode sum: 13.06700
static permittivity, formula: 16.13955
static permittivity, field with relaxed ions: 16.13954
other masses A, B, O: 20.0 200.0 40.0 u
 lowest omega 0.4365 mHa, lattice sum 13.06700
product of (omega_LO/omega_TO)^2: 5.25282
ratio static/electronic permittivity: 5.25282
sum with LO frequencies and charges: 2.48762
sheared cell: strain xy 0.01 zz 0.004
 static xx: formula 16.5826, field 16.5826
 static zz: formula 12.5847, field 12.5847
 static xy: formula -0.5082, field -0.5082
stiffer B-O spring: 0.44 hartree/bohr^2
 lowest omega 0.5838 mHa, lattice contribution 6.4683
\end{verbatim}
